# Cubic Contrast Coefficients of Three Effective-Medium Rules for Porous Dielectrics

## Part 1. Derivation of the coefficients

### The decision and the result

A calculation that turns the porosity of an interlayer dielectric into a permittivity, or a permittivity back into a porosity, has to choose a mixing rule. Maxwell Garnett, symmetric Bruggeman and Looyenga are three candidates. The choice matters if the difference between them exceeds the error allowed in the permittivity. The coefficients derived here give the leading size of that difference, its sign and its dependence on porosity.

Let a host of permittivity \(\varepsilon_h\) contain a volume fraction \(p\) of inclusions of permittivity \(\varepsilon_i\). The contrast is referred to the host, and so is the effective permittivity:
\[
\delta=\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_h},\qquad
e=\frac{\varepsilon_{\rm eff}}{\varepsilon_h}.
\]
For small \(\delta\), all three rules have the form
\[
e=1+p\delta-\frac{p(1-p)}{3}\delta^2+c_3\delta^3+O(\delta^4),
\]
and they differ in the cubic coefficient:
\[
c_3^{\rm MG}=\frac{p(1-p)^2}{9},\quad
c_3^{\rm B}=\frac{p(1-p)(1+p)}{9},\quad
c_3^{\rm L}=\frac{p(1-p)(5-p)}{27}.
\]
The superscripts stand for Maxwell Garnett, Bruggeman and Looyenga. The setting is three-dimensional, the response is linear and local, and the structure is isotropic or cubic on the large scale. The field varies slowly enough for electrostatics to hold over a region that contains many inclusions. Both permittivities are taken real and positive, so \(\delta>-1\).

### What the field equations say

It helps to know first which part of the expansion belongs to every structure and which part depends on the arrangement. Take a large periodic cell and let \(\chi(\mathbf r)\) be 1 in the inclusions and 0 in the host. Angle brackets denote the volume average, so \(\langle\chi\rangle=p\). Apply a mean field of unit strength along \(x\). In units of \(\varepsilon_h\), the displacement is
\[
\mathbf D=\mathbf E+\delta\chi\mathbf E,\qquad
\nabla\times\mathbf E=0,\quad \nabla\cdot\mathbf D=0,\quad
\langle\mathbf E\rangle=\hat{\mathbf x}.
\]
The effective permittivity is the mean displacement along the mean field:
\[
e=\langle D_x\rangle=1+\delta\langle\chi E_x\rangle .
\]

Define an operator \(\Gamma\) that keeps the curl-free part of a vector field and removes its mean. On a Fourier component with wave vector \(\mathbf k\neq0\) it acts as
\[
(\Gamma\mathbf v)_{\mathbf k}=\frac{\mathbf k\,(\mathbf k\cdot\mathbf v_{\mathbf k})}{k^2},
\]
and it gives zero at \(\mathbf k=0\). It is a projector, \(\Gamma^2=\Gamma\), and it is symmetric, \(\langle\mathbf a\cdot\Gamma\mathbf b\rangle=\langle(\Gamma\mathbf a)\cdot\mathbf b\rangle\) for real fields.

Apply \(\Gamma\) to \(\mathbf D\). The result vanishes, because \(\mathbf k\cdot\mathbf D_{\mathbf k}=0\). Apply it to \(\mathbf E\). The result is \(\mathbf E-\hat{\mathbf x}\), because \(\mathbf E\) is curl-free and \(\hat{\mathbf x}\) is its mean. Therefore
\[
\mathbf E=\hat{\mathbf x}-\delta\,\Gamma(\chi\mathbf E).
\]
Write \(\mathbf F=\Gamma(\chi\hat{\mathbf x})\) and insert the equation into itself:
\[
\mathbf E=\hat{\mathbf x}-\delta\mathbf F+\delta^2\Gamma(\chi\mathbf F)-\cdots .
\]
To first order in the contrast, \(-\delta\mathbf F\) is the change of field caused by the inclusions. Substitution in the formula for \(e\) gives \(c_1=p\) and \(c_2=-\langle\chi F_x\rangle\). The cubic coefficient is \(\langle\chi\hat{\mathbf x}\cdot\Gamma(\chi\mathbf F)\rangle\). Moving \(\Gamma\) to the left factor turns \(\chi\hat{\mathbf x}\) into \(\mathbf F\), so
\[
c_3=\langle\chi|\mathbf F|^2\rangle .
\]

### The quadratic coefficient is common

In Fourier components,
\[
\langle\chi F_x\rangle=\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2\frac{k_x^2}{k^2}.
\]
In a cubic or isotropic structure, \(k_x^2\), \(k_y^2\) and \(k_z^2\) contribute equally. Their sum is \(k^2\), so each contributes one third:
\[
\langle\chi F_x\rangle=\frac13\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2
=\frac{\langle\chi^2\rangle-\langle\chi\rangle^2}{3}
=\frac{p(1-p)}3 .
\]
The last step uses \(\chi^2=\chi\). Hence \(c_2=-p(1-p)/3\), whatever the shape or arrangement of the inclusions, provided the structure has the stated symmetry. The factor 3 is the number of space dimensions. A rule with another quadratic coefficient does not describe a macroscopically isotropic mixture in three dimensions.

### The cubic coefficient measures field variation

The mean of \(F_x\) inside the inclusions is \(\langle\chi F_x\rangle/p=(1-p)/3\). The transverse means vanish by symmetry. Split \(\mathbf F\) inside the inclusions into this mean and a deviation. The cross term averages to zero, which leaves
\[
c_3=\frac{p(1-p)^2}{9}+pV .
\]
Here \(V\ge0\) is the variance of the vector \(\mathbf F\) within the inclusions. The first term is the Maxwell Garnett value. It is therefore the lower limit of \(c_3\), reached when the first-order field is uniform throughout the inclusions.

An upper limit follows from the same argument in the host. Since \(\Gamma\) is a symmetric projector,
\[
\langle|\mathbf F|^2\rangle=\langle\chi F_x\rangle=\frac{p(1-p)}3 .
\]
The total mean of \(\mathbf F\) is zero, so its mean in the host is \(-p/3\) along \(x\). The host contribution to \(\langle|\mathbf F|^2\rangle\) is then at least \((1-p)p^2/9\). Subtracting it from the total gives
\[
c_3\le\frac{p(1-p)}3-\frac{p^2(1-p)}9=\frac{p(1-p)(3-p)}9 .
\]

### Maxwell Garnett

Consider one sphere of radius \(R\) in the host, in a field \(E_h\). The potential is \(-ar\cos\theta\) inside and \(-E_h(r-bR^3/r^2)\cos\theta\) outside, where \(a\) is the interior field and \(b\) measures the induced dipole. Continuity of the potential and of the normal displacement at \(r=R\) requires
\[
a=E_h(1-b),\qquad (1+\delta)a=E_h(1+2b).
\]
Substituting \(b=1-a/E_h\) in the second condition gives \((3+\delta)a=3E_h\), and hence
\[
E_{\rm in}=a=\frac{E_h}{1+\delta/3},\qquad b=\frac{\delta}{3+\delta}.
\]

The Maxwell Garnett approximation assigns this interior field to every inclusion and takes \(E_h\) as the mean field in the host. The effective permittivity is the ratio of the mean displacement to the mean field:
\[
e=\frac{(1-p)E_h+p(1+\delta)E_{\rm in}}{(1-p)E_h+pE_{\rm in}} .
\]
Multiply numerator and denominator by \((1+\delta/3)/E_h\). The denominator becomes \((1-p)(1+\delta/3)+p=1+(1-p)\delta/3\). The numerator exceeds it by \(p\delta\), so
\[
e_{\rm MG}=1+\frac{p\delta}{1+(1-p)\delta/3}.
\]
The geometric series for the fraction is
\[
e_{\rm MG}=1+p\delta\left[1-\frac{(1-p)\delta}{3}+\frac{(1-p)^2\delta^2}{9}-\cdots\right],
\]
and its third term gives \(c_3^{\rm MG}=p(1-p)^2/9\).

The rule treats the phases differently. If the inclusion material is made the host, the fraction becomes \(1-p\) and the contrast becomes \(\delta'=-\delta/(1+\delta)\). Multiplying by \(1+\delta\) restores the original unit:
\[
e_{\rm inv}=(1+\delta)\left[1+\frac{(1-p)\delta'}{1+p\delta'/3}\right]
=1+\delta-\frac{(1-p)\delta(1+\delta)}{1+q\delta},
\]
with \(q=1-p/3\). The quotient expands as
\[
\frac{1+\delta}{1+q\delta}=1+(1-q)\delta-q(1-q)\delta^2+\cdots .
\]
With \(1-q=p/3\), the quadratic coefficient is again \(-p(1-p)/3\). The cubic one is \((1-p)q(1-q)=p(1-p)(3-p)/9\), the upper limit found above. The two assignments of the host thus span the whole range allowed at third order.

### Symmetric Bruggeman

Here each grain, of either material, is treated as a sphere embedded in the effective medium itself. The interior field of a grain of relative permittivity \(\varepsilon_j\) follows from the sphere result with the host replaced by \(e\). The contrast becomes \(\varepsilon_j/e-1\), and the interior field becomes \(3e/(2e+\varepsilon_j)\) times the mean field. The grains fill all space, so the average of their fields must equal the mean field. Since
\[
1-\frac{3e}{2e+\varepsilon_j}=\frac{\varepsilon_j-e}{\varepsilon_j+2e},
\]
this condition reads
\[
p\,\frac{1+\delta-e}{1+\delta+2e}+(1-p)\frac{1-e}{1+2e}=0 .
\]
Set \(e=1+x\) and clear the denominators:
\[
p(\delta-x)(3+2x)-(1-p)x(3+\delta+2x)=0 .
\]
Multiplying out and collecting terms gives
\[
3p\delta+(3p-1)\delta x-3x-2x^2=0,
\]
or, solved for the linear term,
\[
x=p\delta+\frac{(3p-1)\delta x-2x^2}{3}.
\]

Insert \(x=p\delta+c_2\delta^2+c_3\delta^3\). At second order,
\[
c_2=\frac{(3p-1)p-2p^2}{3}=-\frac{p(1-p)}3 .
\]
At third order, \(\delta x\) contributes \(c_2\) and \(x^2\) contributes \(2pc_2\):
\[
c_3^{\rm B}=\frac{(3p-1)c_2-4pc_2}{3}=-\frac{(1+p)c_2}{3}=\frac{p(1-p)(1+p)}9 .
\]

### Looyenga

Consider the family of power means
\[
e^a=1-p+p(1+\delta)^a .
\]
The quadratic coefficient selects one member. Put \(y=(1+\delta)^a-1=a\delta+\tfrac12a(a-1)\delta^2+\cdots\). Then
\[
e=(1+py)^{1/a}=1+\frac{p}{a}y+\frac{1-a}{2a^2}p^2y^2+\cdots,
\]
and the coefficient of \(\delta^2\) is
\[
\frac{p(a-1)}2+\frac{p^2(1-a)}2=-\frac{(1-a)p(1-p)}2 .
\]
Agreement with \(-p(1-p)/3\) requires \(a=1/3\), which is the Looyenga rule. This argument selects a formula within a family. It does not identify a microstructure that obeys the formula at large contrast.

For the cubic term, let
\[
u=(1+\delta)^{1/3}-1=\frac{\delta}{3}-\frac{\delta^2}{9}+\frac{5\delta^3}{81}-\cdots .
\]
The rule is \(e=(1+pu)^3=1+3pu+3p^2u^2+p^3u^3\). The three terms contribute \(5p/27\), \(3p^2\cdot2\cdot\frac13\cdot(-\frac19)=-6p^2/27\) and \(p^3/27\) at third order. Their sum is
\[
c_3^{\rm L}=\frac{p(5-6p+p^2)}{27}=\frac{p(1-p)(5-p)}{27}.
\]

## Part 2. Comparison, implementation and a porous film

### Symbols and results carried over

The host has permittivity \(\varepsilon_h\), the inclusions fill the fraction \(p\), and \(\delta=(\varepsilon_i-\varepsilon_h)/\varepsilon_h\). The ratio \(e=\varepsilon_{\rm eff}/\varepsilon_h\) has the expansion \(1+p\delta-p(1-p)\delta^2/3+c_3\delta^3+\cdots\). The cubic coefficients are \(p(1-p)^2/9\) for Maxwell Garnett, \(p(1-p)(1+p)/9\) for Bruggeman and \(p(1-p)(5-p)/27\) for Looyenga. For a real structure, \(c_3=\langle\chi|\mathbf F|^2\rangle=p(1-p)^2/9+pV\). Here \(\chi\) marks the inclusions, \(\Gamma\) projects on curl-free fields of zero mean, \(\mathbf F=\Gamma(\chi\hat{\mathbf x})\), and \(V\) is the variance of \(\mathbf F\) inside the inclusions.

### How the rules differ

Subtracting the coefficients gives the leading differences:
\[
e_{\rm B}-e_{\rm MG}\simeq\frac{2p^2(1-p)}9\delta^3,\qquad
e_{\rm L}-e_{\rm MG}\simeq\frac{2p(1-p)(1+p)}{27}\delta^3,
\]
\[
e_{\rm L}-e_{\rm B}\simeq\frac{2p(1-p)(1-2p)}{27}\delta^3 .
\]
For pores, \(\delta\) is negative. At small contrast Maxwell Garnett with the solid as host then gives the highest permittivity of the three. To the same leading order, Looyenga lies below Bruggeman for \(p<1/2\) and above it for \(p>1/2\).

The variance gives these differences a physical meaning. Comparison with \(c_3=c_3^{\rm MG}+pV\) shows that Bruggeman corresponds to \(V=2p(1-p)/9\) and Looyenga to \(V=2(1-p)(1+p)/27\). As \(p\to0\), the Bruggeman variance vanishes, as it must for isolated spheres with uniform interior fields. The Looyenga variance tends to \(2/27\). Correspondingly, \(c_3/p\) tends to \(1/9\) for the first two rules and to \(5/27\) for Looyenga. The isolated-sphere result \(e-1=p\delta/(1+\delta/3)\) has \(1/9\). Looyenga is therefore not exact for dilute spheres beyond second order in the contrast.

### Half filling and the choice of reference

Write \(\chi=p+\eta\), where \(\eta\) has zero mean. The constant \(p\) drops out of \(\mathbf F\), and
\[
c_3=p\langle|\mathbf F|^2\rangle+\langle\eta|\mathbf F|^2\rangle
=\frac{p^2(1-p)}3+T,\qquad T=\langle\eta|\mathbf F|^2\rangle .
\]
Interchanging the phases reverses \(\eta\) and \(\mathbf F\), and therefore \(T\). Suppose that at \(p=1/2\) the interchange merely shifts the structure in space. A shift cannot change an average, so \(T=-T=0\) and \(c_3=1/24\). Bruggeman and Looyenga both give \(1/24\) at half filling. At third order they are thus correct for every such structure of cubic symmetry. Maxwell Garnett gives \(1/72\), because it distinguishes a host from inclusions.

The coefficients also depend on the reference permittivity. Suppose the contrast is divided by the mean permittivity \(\bar\varepsilon=\varepsilon_h(1+p\delta)\). The new variable is \(\bar\delta=\delta/(1+p\delta)\), so \(\delta=\bar\delta/(1-p\bar\delta)\) and \(1+p\delta=1/(1-p\bar\delta)\). Then
\[
\frac{\varepsilon_{\rm eff}}{\bar\varepsilon}
=1+(1-p\bar\delta)\left[c_2\bar\delta^2(1+2p\bar\delta)+c_3\bar\delta^3\right]+\cdots
=1+c_2\bar\delta^2+(c_3+pc_2)\bar\delta^3+\cdots .
\]
The new cubic coefficient is \(c_3-p^2(1-p)/3=T\). A program that defines contrast from the mean must use this value in place of \(c_3\).

### Range of the series

For a real structure, the operator \(A=\chi\Gamma\chi\) has eigenvalues between 0 and 1. The coefficient of \(\delta^n\) is \((-1)^{n-1}m_{n-1}\), with \(m_j=\langle\chi\hat{\mathbf x}\cdot A^j\chi\hat{\mathbf x}\rangle\). The numbers \(m_j\) are non-negative and do not increase with \(j\), and \(m_2=c_3\). The series therefore converges for \(|\delta|<1\), and the error of stopping after the cubic term obeys
\[
|R|\le\frac{c_3|\delta|^4}{1-|\delta|},
\]
where \(R\) is measured in units of the host permittivity. For pores every omitted term is negative, so the truncated series lies at or above the full result.

The same sign holds for the rules in the example below. For Maxwell Garnett it follows from the geometric series. Expanding the Looyenga cube gives powers \((1+\delta)^{1/3}\), \((1+\delta)^{2/3}\) and \(1+\delta\) with positive weights, and their terms of second and higher order are negative or zero when \(\delta<0\). For Bruggeman, put \(\delta=-s\) and \(x=-y\). The equation becomes \(y=ps+[2y^2+(1-3p)sy]/3\), which builds a series with non-negative coefficients when \(p\le1/3\).

### Formulas to implement

The full rules cost little more than the series and should be used unless the contrast is small. To avoid subtracting nearly equal numbers, compute \(x=e-1\). For Maxwell Garnett, \(x=p\delta/[1+(1-p)\delta/3]\). For Bruggeman, the quadratic equation is \(2x^2+Bx-3p\delta=0\) with \(B=3-(3p-1)\delta\), and the required root is
\[
x=\frac{-B+\sqrt{B^2+24p\delta}}4=\frac{6p\delta}{B+\sqrt{B^2+24p\delta}} .
\]
The second form avoids the cancellation at small contrast. The root vanishes at \(\delta=0\). At \(e=0\), that is \(x=-1\), the quadratic equals \(-(1+\delta)\). The product of the two roots for \(e\) is thus \(-(1+\delta)/2\), which is negative, so one root is positive and one negative. The larger root, written here, is the positive one. For Looyenga, \(x=3pu+3p^2u^2+p^3u^3\), with \(u\) computed as `expm1(log1p(delta)/3)`.

### A porous interlayer film

Take a matrix with \(k=2.9\), empty pores with \(k=1\) and porosity \(p=0.30\), where \(k\) is the relative permittivity. The contrast is
\[
\delta=\frac{1-2.9}{2.9}=-0.6552 .
\]
The Maxwell Garnett denominator is \(1-0.70\times0.6552/3=0.8471\), so
\[
k_{\rm MG}=2.9\left(1-\frac{0.30\times0.6552}{0.8471}\right)=2.227 .
\]
For Bruggeman, \(B=2.9345\) and the square root is 1.9733. This gives \(x=-1.1793/4.9078=-0.2403\) and \(k_{\rm B}=2.203\). For Looyenga, multiplying the rule by \(2.9^{1/3}=1.4260\) gives \(k_{\rm L}=(0.70\times1.4260+0.30)^3=2.188\).

The cubic series for Maxwell Garnett is
\[
2.9\,(1-0.1966-0.0300-0.0046)=2.230 .
\]
The other series differ in the last term. The third decimal serves to compare the rules; it is not a claim about a real film.

| Rule | \(c_3\) | Full \(k\) | Cubic \(k\) |
|---|---:|---:|---:|
| Maxwell Garnett | 0.0163 | 2.227 | 2.230 |
| Bruggeman | 0.0303 | 2.203 | 2.218 |
| Looyenga | 0.0366 | 2.188 | 2.213 |
| Inverted Garnett | 0.0630 | 2.118 | 2.191 |

The last row treats the pore material as host. The full Bruggeman value lies 0.024 below Maxwell Garnett, whereas the cubic terms predict 0.011. For Looyenga the corresponding numbers are 0.039 and 0.016. The actual differences are 2.1 and 2.4 times the cubic predictions. With the porosity held at 0.30 and \(\delta=-0.1\), these ratios fall to 1.10 and 1.11. The cubic formula thus estimates the difference to about 10% at the weak contrast. For the film it gives the right sign and order, but the full rules are needed for the size.

The effect on an inferred porosity follows from the slope. A central difference of the Maxwell Garnett rule gives \(dk/dp=-2.07\) at fixed matrix permittivity. For a film with \(k\) near 2.2, replacing Maxwell Garnett by Bruggeman lowers the inferred porosity by about \(0.024/2.07=0.012\). Replacing it by Looyenga lowers it by about 0.019.

### Arrangement and shape of the pores

A field calculation on an explicit structure shows what arrangement can do. Let \(\epsilon=1+\delta\chi\) and choose the constant \(\epsilon_0=1+\delta/2\). The condition \(\Gamma\mathbf D=0\) becomes
\[
\mathbf E=\hat{\mathbf x}-\frac{1}{\epsilon_0}\Gamma[(\epsilon-\epsilon_0)\mathbf E],
\]
which was iterated 30 times with fast Fourier transforms on a grid of 45 voxels per edge. One structure was a simple cubic lattice of spheres. The other was a connected pore network, defined as the region where \(\cos2\pi x+\cos2\pi y+\cos2\pi z\) exceeds a threshold in a unit cell. The threshold sets the porosity at 0.30.

Relative to Maxwell Garnett at the same voxel porosity, the sphere lattice gave \(k\) lower by 0.003 and the network gave \(k\) lower by 0.022. The small shift for spheres contains the error of the voxel surfaces as well as the non-uniform fields of neighbouring spheres. Rayleigh's multipole series for the same lattice gives a shift of 0.0016, so the voxel surfaces contribute about 0.001. The voxel error of the network shift is smaller, about 0.0003, so the value 0.022 holds to the digits shown. The network result lies close to Bruggeman, but one structure at one porosity does not establish that rule for connected pores.

Flattened, aligned pores remove the isotropy on which the common quadratic coefficient rests. Consider spheroids with semi-axes in the ratio 2:2:1 and the short axis normal to the film. Take the field inside each pore as uniform, \(E_{\rm in}=E_h-L\delta E_{\rm in}\). The depolarization factor \(L\) is the average of \(k_z^2/k^2\), weighted with \(|\chi_{\mathbf k}|^2\) of one pore. Scaling the spheroid to a sphere makes that weight isotropic. With \(\mu\) the cosine of the angle to the short axis in the scaled space,
\[
L=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+(1-\mu^2)/4}
=\frac43\left(1-\frac{\pi}{3\sqrt3}\right)=0.527 .
\]
The three factors add to 1, so each in-plane factor is 0.236. The averages of field and displacement used for spheres now give \(e=1+p\delta/[1+(1-p)L\delta]\). The results are \(k=2.15\) normal to the film and 2.26 in the plane, against 2.23 for spheres at the same porosity. In this model the change normal to the film is 0.08, twice the spread of the three isotropic rules. The formula does not describe every arrangement of such pores. On simple tetragonal lattices of the same pores, with cell heights between 0.4 and 0.85 of the cell width, the normal value ranges from about 0.09 above the formula to about 0.07 below it. The in-plane value ranges from about 0.05 below its formula to about 0.02 above it. At the smallest height the normal value even exceeds the in-plane one. Arrangement can thus matter as much as shape, and both 2.15 and 2.26 are only rough estimates.

### Water, fluctuations and field

Water can matter more than the mixing rule. Take a rough bulk value \(k=80\) and let water fill 1% of the film volume, with the total pore volume held at 30%. If the water fills some spherical pores completely and leaves the others empty, the Maxwell Garnett averages extend to several kinds of inclusion. The sphere conditions give interior field \(1-b_j\) and interior displacement \(1+2b_j\), in units of the host values, so
\[
e=\frac{1+2S}{1-S},\qquad S=\sum_j f_jb_j,\qquad
b_j=\frac{\varepsilon_j-\varepsilon_h}{\varepsilon_j+2\varepsilon_h}.
\]
With \(f=0.29\) for empty pores and 0.01 for water, \(S=0.29(-0.2794)+0.01(0.8986)=-0.0720\) and \(k=2.32\).

If the water instead coats every pore wall, the potential in the shell is again a uniform part plus a dipole. Let \(b\) be the dipole factor of the empty core in water and \(g=0.29/0.30\) the core fraction of the pore. At the outer surface, the ratio of normal displacement to potential equals that of a homogeneous sphere with
\[
k_c=80\,\frac{1+2gb}{1-gb}=2.79,\qquad b=\frac{1-80}{1+160}=-0.4907 .
\]
Pores with this permittivity raise the film to \(k=2.87\), which is 0.64 above the dry value. If the same amount of water instead forms a droplet at the centre of each pore, surrounded by empty space, the corresponding core-and-shell calculation gives a rise of only 0.04. For a pore 2 nm in diameter the shell would be 0.011 nm thick, less than the size of a molecule. A continuous layer with bulk permittivity is therefore an extreme estimate, not a model of adsorbed water.

A short stretch of a narrow gap contains a limited number of pores, so the local permittivity fluctuates. The capacitance of a long line averages over many such stretches, which makes its relative fluctuation smaller than the local estimate below. A cube of edge 20 nm at porosity 0.30 holds about 573 pores of diameter 2 nm. If their number fluctuates as for independent placement, and overlaps and pores cut by the cube faces are ignored, the porosity has a standard deviation of \(0.30/\sqrt{573}=0.0125\). Multiplication by the slope gives 0.026 in \(k\). Pores that cannot overlap are spread more evenly. For randomly placed hard spheres at this porosity the standard deviation is only about 0.004, or 0.008 in \(k\), which is about a third of the difference between Maxwell Garnett and Bruggeman. A rise of 0.1 in the matrix permittivity, whatever its cause, raises the film value by 0.06 at fixed porosity.

A bias of 1 V across the 20 nm gap gives a mean field of 0.50 MV/cm. In the Maxwell Garnett model the pore field is larger by the factor \(1/0.8471=1.18\), which gives 0.59 MV/cm. The voltage across a 2 nm pore is then 0.12 V. An electron crossing one pore gains 0.12 eV, well below the roughly 10 eV needed to ionize a typical small molecule. This says nothing about breakdown through the solid matrix.

### Relation to real films

The matrix permittivity, porosity, pore size and gap are rough typical values for porous organosilicate glass between closely spaced metal lines, and a film permittivity somewhat above 2 belongs to that regime. The model assumes dry, empty pores in an undamaged matrix. Processing can make pore walls hydrophilic, and water uptake then breaks the assumption. In the estimates above, 1% of water by volume moves \(k\) upward by 0.09 if it fills some pores completely and by 0.64 in the extreme shell model. For the parameters used here, the moisture content and the shape and arrangement of the pores should be settled before a difference of 0.02 to 0.04 between mixing rules is given weight.
